\section*{The Independent-Boson Model Solved by the Lang--Firsov Transformation, part 2}

One spinless electron level is coupled to one boson mode, and we want the spectrum for adding an electron. With $\hbar=1$,
\begin{equation}
H=\varepsilon\, n+\omega\, b^\dagger b+M\,n\,(b+b^\dagger),\qquad n=c^\dagger c ,
\label{eq:H}
\end{equation}
where $\varepsilon$ is the bare level energy, $\omega>0$ the boson frequency and $M$ the real coupling. Here $\{c,c^\dagger\}=1$, $c^2=0$, $[b,b^\dagger]=1$, and electron and boson operators commute, so that
\begin{equation}
[n,c]=c^\dagger cc-cc^\dagger c=0-(1-c^\dagger c)c=-c .
\label{eq:nc}
\end{equation}
Energies are absolute, without the zero-point energy $\omega/2$. For the filled level, $H$ becomes $H_1=\varepsilon+\omega b^\dagger b+M(b+b^\dagger)$. The boson number states are $|k\rangle$, with vacuum $|0\rangle$.

With $\lambda=M/\omega$, $g=\lambda^2$ and $S=\lambda n(b^\dagger-b)$, the unitary transformation $e^{S}Oe^{-S}$ takes $b$ to $b-\lambda n$, $c$ to $cX$ with $X=e^{-\lambda(b^\dagger-b)}$, and $H$ to $(\varepsilon-g\omega)n+\omega b^\dagger b$. The relaxation shift is $g\omega=M^2/\omega$. The state $X^\dagger|0\rangle=\sum_k a_k|k\rangle$ is a coherent state, an eigenstate of $b$ with eigenvalue $\lambda$, and
\begin{equation}
|a_k|^2=e^{-g}\frac{g^k}{k!} .
\label{eq:ak}
\end{equation}

The retarded Green's function and its spectral function $A(E)$ are defined by
\begin{equation}
G(t)=-i\theta(t)\,\langle\{c(t),c^\dagger\}\rangle,\qquad
c(t)=e^{iHt}c\,e^{-iHt},
\label{eq:Gdef}
\end{equation}
\begin{equation}
G(E)=\int_{-\infty}^{\infty}\!dt\;e^{i(E+i\eta)t}G(t),\qquad
A(E)=-\frac1\pi\,\mathrm{Im}\,G(E),\quad \eta\to0^+ .
\label{eq:Adef}
\end{equation}
For an initially empty level with the boson in its vacuum, the boson factor and the propagator are
\begin{equation}
\langle0|Xe^{-i\omega t\,b^\dagger b}X^\dagger|0\rangle
=\sum_{k=0}^\infty e^{-g}\frac{g^k}{k!}e^{-ik\omega t}
=\exp\!\left[-g\,(1-e^{-i\omega t})\right].
\label{eq:overlap}
\end{equation}
\begin{equation}
G(t)=-i\theta(t)\,
\exp\!\left[-i(\varepsilon-g\omega)t-g\,(1-e^{-i\omega t})\right].
\label{eq:Gt}
\end{equation}

\section{From the propagator to the spectrum}

\textbf{Q:} Before you go on, collect what is to be used.

\textbf{A:} The Hamiltonian is $H=\varepsilon n+\omega b^\dagger b+Mn(b+b^\dagger)$ with $n=c^\dagger c$ and $\hbar=1$; $H_1$ is its form for the filled level. The ratio $\lambda=M/\omega$ gives $g=\lambda^2$. The transformation with $S=\lambda n(b^\dagger-b)$ turns $b$ into $b-\lambda n$, $c$ into $cX$ with $X=e^{-\lambda(b^\dagger-b)}$, and $H$ into $(\varepsilon-g\omega)n+\omega b^\dagger b$. For an initially empty level with the boson in its vacuum, the retarded function is \eqref{eq:Gt}, and its boson factor has the series \eqref{eq:overlap}.

\textbf{Q:} Then turn it into a spectrum.

\textbf{A:} Insert the series into the Fourier integral \eqref{eq:Adef}. With $E_k=\varepsilon-g\omega+k\omega$, each term needs
\begin{equation}
-i\int_0^\infty\!dt\;e^{i(E-E_k+i\eta)t}
=-i\,\frac{-1}{i(E-E_k+i\eta)}=\frac{1}{E-E_k+i\eta} .
\end{equation}
The upper limit gives nothing because of the factor $e^{-\eta t}$. The imaginary part is $-\eta/[(E-E_k)^2+\eta^2]$, which tends to $-\pi\delta(E-E_k)$. So
\begin{equation}
A(E)=\sum_{k=0}^{\infty}w_k\,\delta(E-\varepsilon+g\omega-k\omega),
\qquad w_k=e^{-g}\frac{g^k}{k!} .
\label{eq:A}
\end{equation}
The weights form a Poisson distribution with parameter $g$.

\textbf{Q:} What does $k$ count? You say ``$k$ bosons'', but the bosons of which oscillator?

\textbf{A:} Of the shifted one. The eigenstates of $H$ with a filled level are $e^{-S}|1,k\rangle$, where $|1,k\rangle$ has a filled level and $k$ quanta of $b^\dagger b$. The line $k=0$ leaves the oscillator in the ground state belonging to the filled level. Its weight $e^{-g}$ is the squared overlap of the two oscillator ground states. The line $k$ leaves $k$ quanta of vibration about the new origin.

\textbf{Q:} Now the claim I like least. The whole ladder starts at $\varepsilon-g\omega$, below the bare level. Yet the first moment of the spectrum is supposed not to move?

\textbf{A:} Compute it. For the Poisson weights $\sum_kw_k=1$, and
\begin{align}
\sum_k k\,w_k&=e^{-g}g\sum_{k\ge1}\frac{g^{k-1}}{(k-1)!}=g,\\
\sum_k k(k-1)\,w_k&=e^{-g}g^2\sum_{k\ge2}\frac{g^{k-2}}{(k-2)!}=g^2 .
\end{align}
The mean energy is therefore
\begin{equation}
\int E\,A(E)\,dE=\varepsilon-g\omega+\omega\sum_kk\,w_k
=\varepsilon-g\omega+g\omega=\varepsilon .
\label{eq:mean}
\end{equation}
The lowest line goes down by the relaxation shift, and the satellites carry the mean back up by the same amount. The variance is
\begin{equation}
\omega^2\left[\langle k(k-1)\rangle+\langle k\rangle-\langle k\rangle^2\right]
=\omega^2(g^2+g-g^2)=g\omega^2=M^2 .
\label{eq:var}
\end{equation}

\textbf{Q:} That looks like a coincidence of the Poisson distribution. Is there a reason that does not use the solution?

\textbf{A:} Yes. In a stationary state, $A(E)$ is the Fourier transform of $\langle\{c(t),c^\dagger\}\rangle$ over all times, divided by $2\pi$. Its first moment is thus $i\,d/dt$ of that average at $t=0$. From $c(t)=e^{iHt}ce^{-iHt}$ we have $i\,dc/dt=-[H,c]=[c,H]$. Equation \eqref{eq:nc} gives $[c,n]=c$, so
\begin{equation}
[c,H]=c\left[\varepsilon+M(b+b^\dagger)\right],
\end{equation}
and, as the bracket commutes with $c^\dagger$,
\begin{equation}
\int E\,A(E)\,dE=\langle\{[c,H],c^\dagger\}\rangle
=\varepsilon+M\langle b+b^\dagger\rangle .
\label{eq:moment}
\end{equation}
The first moment is the level energy in the average field of the oscillator as it is before the electron is added or removed. In the vacuum that field is zero. The mean records the sudden energy, before the oscillator has had time to respond.

\textbf{Q:} So the moments support your formula. But would they notice a wrong one? Suppose I allow at most one boson.

\textbf{A:} The first few would not notice. In the states $|0\rangle$ and $|1\rangle$, your truncated Hamiltonian is
\begin{equation}
H_1^{\rm trunc}=\begin{pmatrix}\varepsilon&M\\M&\varepsilon+\omega\end{pmatrix},
\qquad E_\pm=\varepsilon+\frac{\omega\pm\sqrt{\omega^2+4M^2}}{2} .
\end{equation}
It has two lines instead of a ladder. The central moments are $\langle0|(H_1-\varepsilon)^m|0\rangle$. In both versions $(H_1-\varepsilon)|0\rangle=M|1\rangle$, so the mean is $\varepsilon$ and the variance $M^2$. The third central moment is $M^2\langle1|(H_1-\varepsilon)|1\rangle=M^2\omega$ in both. A second application gives
\begin{equation}
(H_1-\varepsilon)^2|0\rangle=M^2|0\rangle+M\omega|1\rangle
+\sqrt2\,M^2|2\rangle ,
\end{equation}
where the last term is missing in the truncated version. The squared norm is the fourth central moment: $M^2\omega^2+3M^4$ for the model, $M^2\omega^2+M^4$ for the truncation. So the agreement of low moments says little about the positions of the lines. That is why the numerical check diagonalizes the original $H$ in a large number basis and compares individual energies and weights, at three coupling strengths.

\textbf{Q:} The variance $M^2$ does not contain $\omega$. How can a slow and a fast boson give the same width?

\textbf{A:} They do it in different ways. Expand the exponent of \eqref{eq:Gt} in $t$:
\begin{align}
&-i(\varepsilon-g\omega)t+g(e^{-i\omega t}-1)\nonumber\\
&\quad=-i\varepsilon t+g\left(e^{-i\omega t}-1+i\omega t\right)
=-i\varepsilon t-\frac{M^2t^2}{2}+\frac{iM^2\omega t^3}{6}+\dots
\label{eq:short}
\end{align}
The linear term of $e^{-i\omega t}$ has cancelled the relaxation shift, which again says that the mean is $\varepsilon$.

For a slow boson, let $\omega\to0$ at fixed $M$. At fixed $t$ the terms after the quadratic one vanish, and $iG(t)\to e^{-i\varepsilon t-M^2t^2/2}$. Its Fourier transform is a Gaussian of standard deviation $|M|$ around $\varepsilon$. The lines, with spacing $\omega$, merge into this envelope. The electron samples the spread of the oscillator coordinate in its ground state, as if the coordinate stood still.

For a fast boson, let $\omega\to\infty$ at fixed $M$. Then $g=M^2/\omega^2\to0$, and nearly all weight is in the line $k=0$, whose shift $M^2/\omega$ also vanishes. The first satellite has a weight close to $g$ at a distance $\omega$, which contributes about $g\omega^2=M^2$ to the variance. The width then comes from a weak, remote line, and the root-mean-square width is not a width of the visible main line, which stays sharp.

\textbf{Q:} Give me numbers for a case between these limits.

\textbf{A:} Take round parameters in Hartree units: $\varepsilon=0.050$, $\omega=0.010$ and $M=0.012$. Then
\begin{equation}
\lambda=\frac{0.012}{0.010}=1.2,\qquad g=1.2^2=1.44,\qquad
g\omega=0.0144 .
\end{equation}
The relaxation shift is $0.0144$ hartree, or $0.392$ eV, and the lowest line is at $0.0500-0.0144=0.0356$ hartree. The diagonalization gives these lines:
\begin{center}
\begin{tabular}{ccc}
$k$ & $E_k$ (hartree) & $w_k$\\
\hline
0 & 0.0356 & 0.23693\\
1 & 0.0456 & 0.34118\\
2 & 0.0556 & 0.24565\\
3 & 0.0656 & 0.11791\\
4 & 0.0756 & 0.04245\\
5 & 0.0856 & 0.01222\\
6 & 0.0956 & 0.00293\\
7 & 0.1056 & 0.00060
\end{tabular}
\end{center}
Successive weights have the ratio $w_{k+1}/w_k=g/(k+1)$. The first step multiplies by $1.44$, $0.2369\times1.44=0.341$, and the second by $0.72$, $0.3412\times0.72=0.246$. So the strongest line is the one with $k=1$, and no line lies at the bare energy $0.0500$.

\textbf{Q:} And the mean is there all the same?

\textbf{A:} Yes. The eight lines hold a weight of $0.99987$, and $\sum_{k\le7}k\,w_k=1.4389$. Their contribution to the mean is
\begin{equation}
0.0356\times0.99987+0.010\times1.4389=0.04998\ \text{hartree}.
\end{equation}
The small remainder belongs to the lines above $k=7$; with all lines included the printed mean is $0.050000$ hartree. The root-mean-square width is $M=0.012$ hartree, or $0.327$ eV. In time, the propagator falls to $|G|=e^{-2.88}=0.056$ at half a boson period, $314$ atomic time units, and then recovers.

\textbf{Q:} In photoemission one removes an electron. May I use the same spectrum with the electron going out?

\textbf{A:} Not without looking at the initial state. Let the level be filled and the oscillator relaxed around it, $|r\rangle=e^{-S}|1,0\rangle$, with energy $\varepsilon-g\omega$. Removal gives
\begin{equation}
c\,|r\rangle=e^{-S}\left(e^{S}c\,e^{-S}\right)|1,0\rangle
=e^{-S}cX|1,0\rangle=cX|1,0\rangle ,
\end{equation}
where the last $e^{-S}$ acts on an empty level and is one. The boson is left in $X|0\rangle$. This is the earlier coherent state with $\lambda\to-\lambda$, so the number weights are the same $w_k$. The final energy is $k\omega$. In $\langle r|c^\dagger c(t)|r\rangle$ the phase of each term is $e^{-i(\varepsilon-g\omega-k\omega)t}$, the initial energy minus the final one. The lines are therefore at
\begin{equation}
E=\varepsilon-g\omega-k\omega,\qquad\text{with mean}\quad
\varepsilon-g\omega-g\omega=\varepsilon-2g\omega .
\end{equation}
The spectrum is the mirror image of \eqref{eq:A} about the common line at $\varepsilon-g\omega$. Energy left in the boson lowers the removal line, while it raised the addition line.

\textbf{Q:} So the first moment has changed after all.

\textbf{A:} Relative to $\varepsilon$ it has, and \eqref{eq:moment} says by how much. In $|r\rangle$ the average of $b+b^\dagger$ is that of $b+b^\dagger-2\lambda n$ in $|1,0\rangle$, which is $-2\lambda$. Then $M\langle b+b^\dagger\rangle=-2M\lambda=-2g\omega$. In the example $\langle b+b^\dagger\rangle=-2.4$, and the removal mean is $0.0500-2\times0.0144=0.0212$ hartree.

If the coupling is instead written as $M(n-1)(b+b^\dagger)$, so that the boson responds to a hole, the oscillator of the filled level is unshifted. The commutator $[c,H]$ is the same, $\langle b+b^\dagger\rangle$ is zero in the filled ground state, and the removal spectrum has its mean at $\varepsilon$. The statement ``unchanged first moment'' thus requires that $\langle b+b^\dagger\rangle$ vanish in the initial state, so that the coupling gives the level no average shift.

\textbf{Q:} What about temperature? A thermal oscillator also has no average displacement.

\textbf{A:} Let the level be empty and the boson have the probabilities $p_m=(1-q)q^m$ with $q=e^{-\omega/k_BT}$. Each number state has $\langle m|b+b^\dagger|m\rangle=0$, so by \eqref{eq:moment} the mean stays at $\varepsilon$. The width grows. The energy of a transition from $|m\rangle$ is the final energy minus $m\omega$, and
\begin{equation}
(H_1-m\omega-\varepsilon)|m\rangle
=M\left(\sqrt m\,|m-1\rangle+\sqrt{m+1}\,|m+1\rangle\right),
\end{equation}
with squared norm $M^2(2m+1)$. Since $\sum_mm\,p_m=q/(1-q)$, the variance is
\begin{equation}
M^2\left(\frac{2q}{1-q}+1\right)=M^2\,\frac{1+q}{1-q}
=M^2\coth\frac{\omega}{2k_BT} .
\label{eq:thermal}
\end{equation}

\textbf{Q:} And are the weights still Poisson?

\textbf{A:} No. A boson present at the start can be absorbed, which gives lines below $\varepsilon-g\omega$. For instance, the transition from $m=1$ to the ground state of the shifted oscillator has the weight $p_1|\langle0|X^\dagger|1\rangle|^2=p_1|\langle1|X|0\rangle|^2=p_1\,g\,e^{-g}$, which is not zero. The set \eqref{eq:A} has no such lines.

For $k_BT=\omega=0.010$ hartree in the example, a weight of $0.122$ lies below the line at $\varepsilon-g\omega$. That line itself has $0.179$ instead of $0.237$, and the remaining $1-0.122-0.179=0.699$ lies above it. The width has grown from $0.0120$ to $0.0177$ hartree, while the mean is still $0.0500$ hartree. For addition to the empty level, the Poisson law needs the boson vacuum; the unchanged mean needs no more than a vanishing average of $b+b^\dagger$.

\section*{Computed results}
\begin{verbatim}
level energy eps              = 0.0500 hartree
boson frequency omega         = 0.0100 hartree
coupling M                    = 0.0120 hartree
ratio lam = M/omega           = 1.2000
g = (M/omega)^2               = 1.4400
relaxation shift              = 0.0144 hartree
relaxation shift              = 0.3918 eV
addition lines from diagonalization: k, energy (hartree), weight
  0  0.0356  0.23693
  1  0.0456  0.34118
  2  0.0556  0.24565
  3  0.0656  0.11791
  4  0.0756  0.04245
  5  0.0856  0.01222
  6  0.0956  0.00293
  7  0.1056  0.00060
summed weight, k = 0 to 7     = 0.99987
mean of all addition lines    = 0.050000 hartree
rms width of addition lines   = 0.012000 hartree
rms width of addition lines   = 0.3265 eV
half boson period pi/omega    = 314.16 atomic time units
|G| at half boson period      = 0.05613
<b+b'> in relaxed filled level = -2.4000
mean of removal lines         = 0.021200 hartree
thermal case, kT              = 0.0100 hartree
thermal mean of addition      = 0.050000 hartree
thermal rms width             = 0.017652 hartree
thermal weight, zero-boson line = 0.17903
thermal weight below that line  = 0.12246
\end{verbatim}
